Why DFT+U energies at different U cannot be subtracted directly

A compound of a metal and a ligand forms two polymorphs, A and B, and a calculation must decide which is more stable. Suppose that a band gap or a local moment is described best with one value of the Hubbard parameter U in A and another in B. May each total energy be computed with its own U, and the two then subtracted? The answer can decide which polymorph is predicted. A model small enough to solve by hand shows what goes wrong.

**Two polymorphs worked in full**

Each polymorph is represented by one metal orbital d and one ligand orbital p, orthonormal, sharing one electron pair. The ligand level is the zero of energy, the metal level lies at Δ > 0, and the matrix element between them is −t with t ≥ 0. Energies are in eV.

Both electrons occupy the orbital

φ = sin θ d + cos θ p, with 0 ≤ θ ≤ π/2.

The metal occupation per spin is n = sin²θ. The one-electron energy per spin is Δ sin²θ − 2t sin θ cos θ, where the factor 2 comes from the two equal cross terms. Since sin θ cos θ = √(n(1−n)) in this range of θ, two spins contribute 2Δn − 4t√(n(1−n)).

The Hubbard correction used here is the rotationally invariant form with a single effective U. For one orbital it adds (U/2)(n − n²) per spin, so two spins give U n(1−n). The total is

E = 2Δn − 4t√(n(1−n)) + U n(1−n).

This energy is a sum of two identical, independent spin terms. Giving both spins the same n therefore loses nothing in the search for the lowest energy.

To find the minimum, use n = (1 − cos 2θ)/2 and n(1−n) = (sin² 2θ)/4. The energy per spin is then

e(θ) = (Δ/2)(1 − cos 2θ) − t sin 2θ + (U/8) sin² 2θ.

Setting its derivative to zero gives

Δ sin 2θ − 2t cos 2θ + (U/2) sin 2θ cos 2θ = 0.

Division by cos 2θ, and the replacement cos 2θ = 1 − 2n, lead to

tan 2θ = 2t / [Δ + (U/2)(1 − 2n)].

The correction acts as a shift of the metal level by (U/2)(1 − 2n). For n < 1/2 the level moves up and the metal occupation falls. Because n appears on both sides, the equation is solved by iteration.

At U = 0 no iteration is needed. The energy per spin is the lower eigenvalue of the two-level problem, and twice that value is

E(0) = Δ − √(Δ² + 4t²).

Take Δ = 3 eV in both polymorphs, with t = 0.5 eV in A and t = 1.5 eV in B. Then

E_A(0) = 3 − √10 = −0.1623 eV,
E_B(0) = 3 − √18 = −1.2426 eV.

At U = 4 eV the self-consistent occupations per spin are 0.00986 in A and 0.07895 in B, with n(1−n) equal to 0.00976 and 0.07272. Insertion into the energy gives

E_A(4) = 6(0.00986) − 2√0.00976 + 4(0.00976) ≈ −0.099 eV,
E_B(4) = 6(0.07895) − 6√0.07272 + 4(0.07272) ≈ −0.853 eV.

Polymorph B also receives a repulsion of 0.72 eV that does not depend on U. It stands for the structural energy outside the two-orbital model, and it makes the competition close. It is kept separate from the energies above.

The energy of the conversion A → B, negative when B is more stable, can now be formed in four ways:

U = 0 in both: −1.2426 + 0.7200 + 0.1623 ≈ −0.360 eV.
U = 4 eV in both: −0.8534 + 0.7200 + 0.0994 = −0.034 eV.
U = 0 in A, 4 eV in B: −0.8534 + 0.7200 + 0.1623 ≈ +0.029 eV.
U = 4 eV in A, 0 in B: −1.2426 + 0.7200 + 0.0994 ≈ −0.423 eV.

Both calculations with a common U favour B. The third choice favours A, by 0.029 eV or 2.8 kJ/mol. The fourth favours B more strongly than either common choice. The mixed values do not even lie between the two consistent ones.

**Where the extra energy comes from**

Raising U from 0 to 4 eV raises the energy of A by −0.0994 + 0.1623 ≈ 0.063 eV and that of B by −0.8534 + 1.2426 ≈ 0.389 eV. Call these shifts O_A and O_B. Adding and subtracting one energy in the mixed difference gives two identities:

E_B(4) − E_A(0) = [E_B(4) − E_A(4)] + O_A,
E_B(4) − E_A(0) = [E_B(0) − E_A(0)] + O_B.

In numbers, −0.034 + 0.063 = 0.029 eV and −0.360 + 0.389 = 0.029 eV. Here and below, wherever E_B enters a conversion energy, on the left sides as well as in the brackets, it includes the repulsion of 0.72 eV. The mixed result thus contains a shift with no counterpart on the other side of the reaction. Its error is 0.063 eV relative to the result at U = 4 eV, and 0.389 eV relative to the result at U = 0.

One might hope to measure the shift once for the element and subtract it everywhere. A third compound C, with the same Δ and t = 1.0 eV, has a shift of 0.215 eV. If this is used to bring B from U = 4 eV back to U = 0, the conversion energy becomes 0.029 − 0.215 = −0.186 eV. The consistent value at U = 0 is −0.360 eV, so an error of 0.174 eV remains. It is the difference O_B − O_C of the two shifts.

An ion without hybridization is no better as a calibration. For t = 0 the metal orbital stays empty, the penalty vanishes and the shift is zero. Such a reference would leave the whole 0.389 eV of B uncorrected.

**The general statement**

Let E_0 be the energy functional without the Hubbard correction, and let n^σ be the occupation matrix of the corrected shell for spin σ. The corrected functional is

E_U = E_0 + (U/2) Σ_σ Tr[n^σ − n^σ n^σ].

Define the penalty per unit U,

P = ½ Σ_σ Tr[n^σ(1 − n^σ)].

Then E_U = E_0 + U P. The penalty energy is U P, whereas P itself has no unit. The statement to be proved is

dE/dU = P ≥ 0

for the self-consistent energy E(U), under these conditions:

1. The geometry, the electron number and E_0 are held fixed as U changes.
2. The localized orbitals that define n^σ are orthonormal and depend neither on U nor on the electron density.
3. The state is stationary, has a fixed number of filled orbitals for each spin, and changes smoothly with U.

If several sites are corrected with the same U, P is the sum of their penalties.

**Proof that the penalty is non-negative**

Let ψ_i^σ be the filled orbitals and |m⟩ the localized ones. The occupation matrix is

n^σ_mm' = Σ_i ⟨m|ψ_i^σ⟩⟨ψ_i^σ|m'⟩.

Take a normalized vector with components v_m, and form the localized state |v⟩ = Σ_m v_m|m⟩. It is normalized because the |m⟩ are orthonormal. Then

Σ_mm' v_m* n^σ_mm' v_m' = Σ_i |⟨ψ_i^σ|v⟩|².

The right side is a sum of squares, so it is not negative. It is also at most 1, because it is the squared length of the projection of a unit vector onto the space of filled orbitals. If v is an eigenvector of n^σ, the left side equals its eigenvalue λ. Every eigenvalue therefore obeys 0 ≤ λ ≤ 1.

The trace is the sum of λ(1−λ) over the eigenvalues. Each term lies between 0, reached at λ = 0 or 1, and 1/4, reached at λ = 1/2. A shell of M spatial orbitals has 2M eigenvalues when both spins are counted, so

0 ≤ P ≤ ½ · 2M · ¼ = M/4.

For a d shell the upper bound is 5/4 per site. It is a ceiling, not an estimate of a typical value.

**Proof of the slope**

When U changes, the energy changes for two reasons: U appears explicitly in the functional, and the orbitals respond. The explicit part is P. It remains to show that the response contributes nothing to the first derivative.

Consider first how the correction acts on the orbitals. A small change δn^σ changes Tr[n^σ n^σ] by 2 Tr[n^σ δn^σ], because the two factors can be exchanged under the trace. The correction therefore changes by

(U/2) Σ_σ Tr[(1 − 2n^σ) δn^σ].

The added potential thus has the matrix (U/2)(1 − 2n^σ) in the localized orbitals. This is the level shift already found in the two-orbital model.

Let h^σ be the full one-electron operator, defined by the first variation of E_U with respect to the orbitals. Self-consistency means h^σ ψ_i^σ = ε_i^σ ψ_i^σ with real ε_i^σ. The orbital response contributes

Σ_iσ [⟨∂ψ_i^σ/∂U|h^σ|ψ_i^σ⟩ + ⟨ψ_i^σ|h^σ|∂ψ_i^σ/∂U⟩]
= Σ_iσ ε_i^σ ∂⟨ψ_i^σ|ψ_i^σ⟩/∂U
= 0,

because each orbital stays normalized. Only the explicit derivative remains, and dE/dU = P.

The functional E_0 was not assumed to be linear in the density. Its Hartree and exchange-correlation parts enter through the first variation that defines h^σ. The slope was tested on a spin-polarized five-orbital cluster with a Hartree-like energy and occupation matrices that are not diagonal. At U = 3 eV the slope from finite differences and the penalty both come out as 0.04597.

**From the slope to the shift**

Integration over U gives the finite shift

O = E(U2) − E(U1) = ∫ P(U) dU, taken from U1 to U2.

For the model compounds, this integral agrees with the difference of the minimized energies in the tests.

It is tempting to replace the integral by P(U1)(U2 − U1), with the occupations frozen. For B this gives 0.125 × 4 = 0.500 eV, compared with the actual 0.389 eV. The frozen value is too large because the electrons partly escape the penalty as U grows: P in B falls from 0.125 to 0.073.

For true minima this ordering is general. Take U2 > U1, with penalties P1 and P2 in the two lowest states. The state found at U1 may be used as a trial state at U2, where its energy is E(U1) + P1(U2 − U1). The true minimum cannot lie above it. Conversely, the state found at U2 has the energy E(U2) − P2(U2 − U1) when evaluated at U1, and E(U1) cannot lie above that. Together,

P2(U2 − U1) ≤ O ≤ P1(U2 − U1).

For B the bounds are 0.291 and 0.500 eV, and for A they are 0.039 and 0.100 eV. The shifts of 0.389 and 0.063 eV lie between them. In practice, the occupation matrices of two converged calculations thus bracket the shift, provided that both calculations have found their lowest states.

If the self-consistent cycle instead lands on different metastable solutions at the two values of U, the bracket is not guaranteed. A jump between solutions can then add an energy that the integral of P along one smooth solution does not contain.

**How hybridization enters**

When the metal occupation is small, write c = sin θ ≈ √n and keep terms up to second order in c and t. The energy per spin becomes

e ≈ (Δ + U/2)c² − 2tc.

Its derivative vanishes at c = t/(Δ + U/2), where e = −t²/(Δ + U/2). Two spins give

E ≈ −2t²/(Δ + U/2).

Differentiation yields dE/dU ≈ t²/(Δ + U/2)² = c², which agrees with P = n(1−n) ≈ n at this order. The shift is

O ≈ 2t² [1/(Δ + U1/2) − 1/(Δ + U2/2)].

In this regime the shift grows as the square of the hopping. For A the formula gives 2(0.25)(1/3 − 1/5) = 0.067 eV, about 6% above the full result of 0.063 eV. For B it gives 0.600 eV, about 54% above the full 0.389 eV. There t is half of Δ, and the expansion is no longer a good guide.

Stronger hopping does not imply a larger shift in general. Let the two levels coincide, Δ = 0, and define s = √(n(1−n)), which lies between 0 and 1/2. The energy is

E = −4ts + Us²,

with slope dE/ds = −4t + 2Us. Since 2s ≤ 1, the slope is at most −4t + U, which is negative for 0 ≤ U < 4t. The minimum then lies at the largest allowed value, s = 1/2, so that n = 1/2 and

E = −2t + U/4.

Between U = 0 and 4 eV the shift is 1.000 eV, both for t = 1.5 eV and for t = 3.0 eV. Doubling the hopping changes the bonding energy but leaves the penalty at its maximum of 1/4. This is saturation, not a reversal: for Δ > 0 the shift in this model still grows with t and approaches the same ceiling of 1 eV. At Δ = 0.5 eV it is 0.932 eV for t = 1.5 eV and 0.990 eV for t = 3.0 eV. What counts is how far the occupations are from 0 and 1 over the whole range of U. Hybridization matters because it produces such fractional occupations.

The condition U < 4t is needed. For larger U the slope vanishes inside the allowed range, at s = 2t/U, and the minimum energy becomes −4t²/U. The occupation moves away from one half, and the penalty falls to 4t²/U². In that regime the shift does depend on t.

**What a common U does and does not settle**

With one U for both polymorphs, the conversion energy ΔE(U) = E_B(U) − E_A(U) is a difference within a single functional. It still depends on U:

dΔE/dU = P_B − P_A.

At U = 2 eV this slope is 0.082 in the example. Between U = 0 and 4 eV, ΔE rises by 0.389 − 0.063 = 0.326 eV. At U = 4 eV the slope is 0.073 − 0.010 = 0.063, so a linear extrapolation places the change of sign at U = 4.54 eV; the full model crosses zero at 4.56 eV. A common U removes the unbalanced shift, but it does not show that the chosen U gives the right stability. The dependence on U belongs in the reported result, above all when the energy difference is small.

The same bookkeeping holds for a balanced reaction. If compound X enters with coefficient ν_X, positive for products and negative for reactants, and is computed with its own U_X, then

Σ_X ν_X E_X(U_X) = Σ_X ν_X E_X(U_c) + Σ_X ν_X ∫ P_X dU,

where U_c is any common value and each integral runs from U_c to U_X. The last sum is the unbalanced contribution. It can vanish by cancellation, but nothing in the functional enforces this.

A rule may also assign U to each structure, for instance by a separate calculation of the response to a local potential. The total energies are then well defined, with the rule as part of the method. Along a structural coordinate R, the chain rule gives

dE/dR = (∂E/∂R at fixed U) + P dU/dR.

The second term is the shift in differential form. Whoever compares such energies must argue that it represents physics missing at fixed U, and must include it in the forces if these are to match the energies.

Where different values of U are used, for example for a metal treated with U = 0 and its oxide treated with a finite U, one option is a correction fitted to reactions of known energy. As far as the shift is concerned, it carries over to another compound to the extent that the integrated penalties agree. Compound C shows what remains when they do not.

The limits of the result follow from its conditions. If the localized orbitals change with U, their change adds a term to dE/dU. If they are not orthonormal, eigenvalues of n^σ can leave the interval from 0 to 1, and the sign of P is no longer guaranteed. If the orbitals carry fractional occupations from Fermi smearing, as is usual for metals, those occupations also respond to U. The quantity that is stationary is then the free energy E − TS, and it is the free energy, not E, whose slope is P and whose shift is bracketed. Other forms of the Hubbard correction have their own derivative with respect to U, which must be worked out before energies are compared. The values for A, B and C are listed in the numerical output; they illustrate the mechanism in a model and are not predictions for a particular material.

Values computed for the example and the checks

```
Level separation delta = 3.00 eV
Two values of U: U1 = 0.00 eV, U2 = 4.00 eV
U-independent repulsion in B = 0.72 eV
Compound ion: hopping t = 0.00 eV
  occupation per spin: 0.00000 at U1, 0.00000 at U2
  penalty P (no unit): 0.00000 at U1, 0.00000 at U2
  energy without repulsion: 0.00000 eV at U1, 0.00000 eV at U2
  shift from energies = 0.00000 eV
  shift from integral of P = 0.00000 eV
  frozen estimate P(U1)*(U2-U1) = 0.00000 eV
Compound A: hopping t = 0.50 eV
  occupation per spin: 0.02566 at U1, 0.00986 at U2
  penalty P (no unit): 0.02500 at U1, 0.00976 at U2
  energy without repulsion: -0.16228 eV at U1, -0.09940 eV at U2
  shift from energies = 0.06288 eV
  shift from integral of P = 0.06288 eV
  frozen estimate P(U1)*(U2-U1) = 0.10000 eV
Compound C: hopping t = 1.00 eV
  occupation per spin: 0.08397 at U1, 0.03777 at U2
  penalty P (no unit): 0.07692 at U1, 0.03635 at U2
  energy without repulsion: -0.60555 eV at U1, -0.39056 eV at U2
  shift from energies = 0.21499 eV
  shift from integral of P = 0.21499 eV
  frozen estimate P(U1)*(U2-U1) = 0.30769 eV
Compound B: hopping t = 1.50 eV
  occupation per spin: 0.14645 at U1, 0.07895 at U2
  penalty P (no unit): 0.12500 at U1, 0.07272 at U2
  energy without repulsion: -1.24264 eV at U1, -0.85340 eV at U2
  shift from energies = 0.38924 eV
  shift from integral of P = 0.38924 eV
  frozen estimate P(U1)*(U2-U1) = 0.50000 eV
Weak-hybridization shift for A = 0.06667 eV
Weak-hybridization shift for B = 0.60000 eV
E_B(U1) - E_A(U1) = -0.36036 eV
E_B(U2) - E_A(U2) = -0.03399 eV
E_B(U2) - E_A(U1) = 0.02888 eV
  the same in kJ/mol = 2.79 kJ/mol
E_B(U1) - E_A(U2) = -0.42324 eV
Mixed value after subtracting shift of C = -0.18611 eV
  error against common U1 = 0.17426 eV
Slope of E_B - E_A at common U = 2 eV: 0.08158
  P_B - P_A there = 0.08158
Equal levels, t = 1.5 eV: shift = 1.00000 eV
Equal levels, t = 3.0 eV: shift = 1.00000 eV
Cluster at U = 3.0 eV: dE/dU = 0.045967
  cluster penalty P = 0.045967
  occupation eigenvalues from 0.0227 to 0.9929
```
